# Fastest-Growing Ripple on a Stressed Surface Evolving by Surface Diffusion

## Definitions and conventions

The solid occupies $y<h(x,t)$ and is uniform along $z$. Its surface carries a ripple of amplitude $A$ and wavenumber $k>0$,

$$h=A\cos kx ,\qquad kA\ll1 .$$

When the surface is flat, the solid next to it carries the equal biaxial stress $\sigma_{xx}=\sigma_{zz}=s_0$, with $\sigma_{yy}=0$. Tension is positive. The other symbols are:

- $E$, $\nu$: Young modulus and Poisson ratio of an isotropic, linearly elastic solid.
- $\gamma$: surface energy per area, independent of orientation and strain.
- $\Omega$: atomic volume; $k_BT$: thermal energy.
- $n$: surface site density. $D$: mass-transport diffusivity, that is, the adatom diffusivity times the fraction of sites occupied by adatoms. The product $Dn$ is then adatom diffusivity times adatom density.

Two combinations control the result:

$$a=\frac{2(1-\nu^2)s_0^2}{E},\qquad K=\frac{Dn\Omega^2}{k_BT}.$$

Here $a$ is an energy per volume. The algebra holds in any consistent units, including atomic units. The numbers below use nm, eV, s and K.

To first order in $kA$, the amplitude obeys $dA/dt=r(k)A$ with

$$r(k)=K(ak^3-\gamma k^4). \tag{1}$$

For positive $K$, $a$ and $\gamma$, the largest growth rate and its wavenumber are

$$r_*=\frac{27Ka^4}{256\gamma^3},\qquad k_*=\frac{3a}{4\gamma}. \tag{2}$$

The solid may be a half-space, or a strained film on an unstrained substrate with the same elastic constants. Wetting forces, surface stress, deposition, evaporation, intermixing and dislocations are left out.

## Chemical potential of the surface

Per unit length along $z$, the energy is

$$F=\int\gamma\sqrt{1+h'^2}\,dx+\min_{\mathbf u}\int_{y<h}W\,dx\,dy ,$$

where $W$ is the elastic energy density and $\mathbf u$ the displacement. The lateral size of the solid is held fixed. Varying the first term and integrating by parts gives

$$\delta F_{\rm surf}=\int\gamma\frac{h'}{\sqrt{1+h'^2}}\,\delta h'\,dx=\int\gamma\kappa\,\delta h\,dx,\qquad \kappa=-\frac{h''}{(1+h'^2)^{3/2}} .$$

In the elastic term, the displacement already minimizes the energy, so its own variation contributes nothing to first order. What remains is the energy of the added layer, $\int w\,\delta h\,dx$, where $w$ is $W$ at the surface. Since $\delta h\,dx$ is the added volume per length, adding one atom costs

$$\mu=\Omega(\gamma\kappa+w), \tag{3}$$

up to a constant. A crest has $\kappa>0$, so surface energy drives atoms away from it. The sign of the elastic part requires the stress field.

## Stress under the ripple

Let $\sigma_{ij}$ now denote the change of stress caused by the ripple. The surface normal is parallel to $(-h',1)$, and no force acts on the surface:

$$-h'(s_0+\sigma_{xx})+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0 .$$

The changes are themselves of first order in $A$. Their products with $h'$ are therefore dropped, and the conditions may be imposed at $y=0$ instead of $y=h$:

$$\sigma_{xy}(x,0)=s_0h'=-s_0kA\sin kx,\qquad \sigma_{yy}(x,0)=0. \tag{4}$$

Equilibrium holds identically if the stresses come from an Airy function $\phi$,

$$\sigma_{xx}=\phi_{yy},\qquad\sigma_{yy}=\phi_{xx},\qquad\sigma_{xy}=-\phi_{xy}.$$

Because nothing varies along $z$, the added strain is plane, $\delta\varepsilon_{zz}=0$. This requires $\delta\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$, and Hooke's law becomes

$$\delta\varepsilon_{xx}=\frac{1+\nu}{E}\left[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}\right],\qquad \delta\varepsilon_{xy}=\frac{1+\nu}{E}\sigma_{xy}, \tag{5}$$

with $x$ and $y$ exchanged for $\delta\varepsilon_{yy}$. Strains derived from a displacement satisfy $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}=2\partial_x\partial_y\varepsilon_{xy}$. Inserting (5), the coefficient of $\phi_{xxyy}$ is $-2\nu+2=2(1-\nu)$, while $\phi_{xxxx}$ and $\phi_{yyyy}$ each have coefficient $1-\nu$. Hence $\nabla^4\phi=0$.

For $\phi=f(y)\cos kx$ this reads $(\partial_y^2-k^2)^2f=0$. The solutions that vanish deep in the solid are $f=(P+Qy)e^{ky}$. The second condition in (4) gives $-k^2P=0$, so $P=0$. The shear stress is then

$$\sigma_{xy}=kQ(1+ky)e^{ky}\sin kx ,$$

and the first condition gives $Q=-s_0A$. Finally,

$$\sigma_{xx}=Q(2k+k^2y)e^{ky}\cos kx,\qquad \sigma_{xx}(x,0)=-2s_0kA\cos kx. \tag{6}$$

The stress magnitude falls at crests and rises at troughs. In a film whose elastic constants equal those of the substrate, the same added field is continuous through the interface. Film thickness therefore does not enter at this order, provided that the troughs do not reach the substrate.

## Energy density and growth law

The elastic energy is quadratic in strain, so its first-order change is the initial stress times the added strain. Since $\delta\varepsilon_{zz}=0$ and the initial $\sigma_{yy}$ is zero, only the $xx$ term contributes. Equation (5) with $\sigma_{yy}=0$ gives

$$\delta w=s_0\,\delta\varepsilon_{xx}=s_0\frac{1-\nu^2}{E}\sigma_{xx}=-akA\cos kx. \tag{7}$$

The square of $s_0$ appears, so tension and compression act alike in this model. To first order $\kappa=k^2A\cos kx$, and the varying part of (3) is

$$\delta\mu=\Omega(\gamma k^2-ak)A\cos kx .$$

Adatoms drift with mobility $D/k_BT$ under the force $-\partial\mu/\partial x$, with the adatom density absorbed as defined above. The flux is $J=-(Dn/k_BT)\,\partial\mu/\partial x$. Conservation of volume gives

$$\frac{\partial h}{\partial t}=-\Omega\frac{\partial J}{\partial x}=\frac{Dn\Omega}{k_BT}\frac{\partial^2\mu}{\partial x^2}.$$

The second derivative multiplies the cosine by $-k^2$, which yields

$$\frac{dA}{dt}=K(ak^3-\gamma k^4)A ,$$

the law (1). Two powers of $k$ come from diffusion; the others come from stress concentration, $k$, and from curvature, $k^2$.

The rate vanishes at $k_c=a/\gamma$. Shorter ripples decay because surface energy dominates. Longer ones grow, but as $k\to0$ their rate falls as $k^3$, because the atoms must travel far under a weak gradient. If $s_0=0$, then $a=0$ and every ripple decays.

## The maximum

Differentiating (1),

$$r'(k)=K(3ak^2-4\gamma k^3)=Kk^2(3a-4\gamma k).$$

The positive zero is $k_*=3a/(4\gamma)=\tfrac34k_c$. At this point

$$r_*=K\left[a\frac{27a^3}{64\gamma^3}-\gamma\frac{81a^4}{256\gamma^4}\right]
=\frac{Ka^4}{\gamma^3}\,\frac{108-81}{256}=\frac{27Ka^4}{256\gamma^3}.$$

To show that this is the global maximum, set $x=\gamma k/a$, for this section a scaled wavenumber. Then $r=(Ka^4/\gamma^3)x^3(1-x)$, and

$$\frac{27}{256}-x^3(1-x)=\left(x-\frac34\right)^2\left(x^2+\frac x2+\frac3{16}\right). \tag{8}$$

Expanding the right side, the coefficient of $x^3$ is $\frac12-\frac32=-1$, that of $x^2$ is $\frac3{16}-\frac34+\frac9{16}=0$, and that of $x$ is $-\frac9{32}+\frac9{32}=0$. The constant is $\frac9{16}\cdot\frac3{16}=\frac{27}{256}$. The last factor is positive for $x>0$, so the rate is below $r_*$ everywhere except at $x=3/4$.

The wavelength of fastest growth is

$$\lambda_*=\frac{2\pi}{k_*}=\frac{8\pi\gamma}{3a}.$$

It does not depend on $K$: diffusivity sets the time scale, not the selected length.

For a film with misfit strain of magnitude $\varepsilon$, biaxial Hooke's law gives $\varepsilon=(1-\nu)|s_0|/E$, so

$$|s_0|=\frac{E\varepsilon}{1-\nu},\qquad a=2E\,\frac{1+\nu}{1-\nu}\,\varepsilon^2 .$$

With the other parameters fixed, $k_*\propto\varepsilon^2$ and $r_*\propto\varepsilon^8$. Doubling the strain shortens the wavelength fourfold and raises the peak rate by a factor of 256.

## Width of the selected band

The second derivative is $r''=K(6ak-12\gamma k^2)$. At the peak,

$$r''(k_*)=\frac{Ka^2}{\gamma}\left(\frac92-\frac{27}4\right)=-\frac{9Ka^2}{4\gamma}.$$

Suppose that the initial amplitudes do not vary with $k$ near $k_*$. After time $t$ they are multiplied by $e^{rt}$, which near the peak is a Gaussian of standard deviation $\Delta k=(|r''|t)^{-1/2}$. From (2), $|r''|k_*^2/r_*=12$, and therefore

$$\frac{\Delta k}{k_*}=\frac1{\sqrt{12\,r_*t}}. \tag{9}$$

This is a late-time estimate. The third derivative at the peak is $K(6a-24\gamma k_*)=-12Ka$. The ratio of the cubic to the quadratic term in the expansion of $r$ has magnitude $\frac43|k-k_*|/k_*$, which must be small across the band.

The same curvature guides a simulation. A periodic cell of length $L$ admits wavenumbers $2\pi m/L$ with integer $m$. No ripple can grow in it unless $L>2\pi\gamma/a$. In a long cell the nearest allowed wavenumber lies within $\pi/L$ of $k_*$. The quadratic expansion then puts the loss in peak rate, relative to $r_*$, at no more than about $\frac12\cdot12\,(\pi/Lk_*)^2=\frac32(\lambda_*/L)^2$.

With forward Euler steps $\Delta t$, each Fourier amplitude is multiplied by $1+r\Delta t$. A decaying mode stays bounded only if $|r|\Delta t\le2$. For spectral derivatives and a largest wavenumber $k_m$ well above $k_c$, this requires roughly $\Delta t\le2/(K\gamma k_m^4)$.

## Worked example

The inputs are rough typical values for a silicon-germanium film with about one quarter germanium on Si(001): $E=800$ eV/nm³, $\nu=0.27$, $\gamma=8.0$ eV/nm², $\varepsilon=0.010$, thickness 10 nm and $T=900$ K. The transport inputs are $\Omega=0.020$ nm³, $n=7.0$ nm⁻² and $D=10^4$ nm²/s. The last is an order-of-magnitude choice.

The stress magnitude and driving coefficient are

$$|s_0|=\frac{800\times0.010}{0.73}=10.96\ \text{eV/nm}^3,$$

$$a=\frac{2(1-0.27^2)(10.96)^2}{800}=0.2784\ \text{eV/nm}^3.$$

With $k_BT=0.07756$ eV,

$$K=\frac{10^4\times7.0\times(0.020)^2}{0.07756}=361\ \text{nm}^6/(\text{eV s}).$$

Equation (2) then gives

$$k_*=\frac{3\times0.278}{4\times8.0}=0.0261\ \text{nm}^{-1},\qquad \lambda_*=241\ \text{nm},$$

$$r_*=\frac{27\times361\times(0.2784)^4}{256\times(8.0)^3}=4.5\times10^{-4}\ \text{s}^{-1}.$$

In angstrom, the wavenumber is 0.00261 Å⁻¹ and the wavelength 2410 Å. Ripples shorter than 181 nm decay.

The amplitude grows by a factor $e$ in about 2200 s. A ripple at $k_*$ with initial amplitude 0.1 nm reaches slope $kA=0.1$ at an amplitude of $0.1/0.0261=3.8$ nm, still less than the film thickness. The linear law gives the time as

$$t=\frac{\ln(3.83/0.1)}{r_*}\approx8.2\times10^3\ \text{s}.$$

Equation (9) gives a relative band width of 0.15 at that time. The cubic term is then about one fifth of the quadratic one at one standard deviation, so the Gaussian is a fair but not a sharp description.

## Cubic crystals

For a cubic crystal with a (001) surface and ripples along [100] or [110], mirror symmetry keeps the added strain in the $xy$ plane. Let $c_{11}$, $c_{22}$, $c_{12}$ and $c_{66}$ be the stiffnesses in that plane, with axis 2 normal to the surface. Inverting the plane-strain relations gives

$$s_{11}=\frac{c_{22}}{d},\quad s_{22}=\frac{c_{11}}{d},\quad s_{12}=-\frac{c_{12}}{d},\quad s_{66}=\frac1{c_{66}},\quad d=c_{11}c_{22}-c_{12}^2 .$$

With $\phi=f(y)\cos kx$, compatibility becomes

$$s_{11}f''''-(2s_{12}+s_{66})k^2f''+s_{22}k^4f=0 .$$

Let $e^{p_1ky}$ and $e^{p_2ky}$ be the two solutions that decay into the solid. Zero normal traction requires $f(0)=0$, so $f=Q(e^{p_1ky}-e^{p_2ky})$. Then $f''(0)/f'(0)=k(p_1+p_2)$. In the isotropic case this ratio was $2k$, and $s_{11}$ was $(1-\nu^2)/E$. The driving coefficient therefore generalizes to

$$a=s_0^2s_{11}(p_1+p_2),\qquad
p_1+p_2=\sqrt{\frac{2s_{12}+s_{66}}{s_{11}}+2\sqrt{\frac{s_{22}}{s_{11}}}} . \tag{10}$$

The square root follows from $(p_1+p_2)^2=p_1^2+p_2^2+2p_1p_2$ and the sum and product of the roots $p^2$. Equal roots are covered as a limit.

For [100], $c_{11}=c_{22}=C_{11}$, $c_{12}=C_{12}$ and $c_{66}=C_{44}$. For [110], $c_{11}$ changes to $(C_{11}+C_{12}+2C_{44})/2$ and the others stay. Zero normal stress in the flat film gives the normal strain $-2C_{12}\varepsilon/C_{11}$ for an in-plane strain $\varepsilon$, hence $|s_0|=(C_{11}+C_{12}-2C_{12}^2/C_{11})\varepsilon$.

Take the rough values $C_{11}=1000$, $C_{12}=375$ and $C_{44}=480$ eV/nm³, with misfit, $\gamma$ and $K$ unchanged. Equation (10) gives $a=0.243$ eV/nm³ along [100] and 0.220 eV/nm³ along [110]. The wavelengths become 276 and 305 nm. The peak rates are 0.58 and 0.39 times the isotropic value, since $r_*\propto a^4$. These factors depend on the isotropic constants chosen for comparison. The values of $E$ and $\nu$ used above are close to the Young modulus and Poisson ratio of this crystal along [100]; another isotropic average would give other factors.

## Real films and the limits of the estimate

Surface undulations with periods of order 100 nm are known in silicon-germanium films of low misfit, so the computed length is of a realistic size. The time is much less certain. It is inversely proportional to the poorly known $D$, and it also varies as $\gamma^3/\varepsilon^8$, so that a strain 5% smaller alone lengthens it by about half. For an assumed activation energy of 1.5 eV, heating by 10 K alone multiplies the rate by 1.22. The following estimates each change one feature of the isotropic example and hold the rest fixed.

**Thermal strain.** If the misfit refers to 300 K and the film expands more than the substrate by a rough $8\times10^{-7}$ K⁻¹, heating to 900 K adds a strain of $4.8\times10^{-4}$. The eighth power turns this into a rate factor of 1.46.

**Surface orientation.** If surface energy depends on the tilt angle $\theta$, expanding $\gamma(\theta)\sqrt{1+h'^2}$ to second order in $h'$ replaces $\gamma$ by the stiffness $\gamma+\gamma''(\theta)$ at $\theta=0$. A stiffness 20% larger multiplies the peak rate by 0.58. At a true facet the energy has a cusp, the expansion does not exist, and (1) fails. This limit bears on the example: near 900 K a silicon (001) surface consists of terraces separated by atomic steps, and using (1) there assumes that a smooth surface energy describes it on average. The initial amplitude of 0.1 nm is also below the step height of about 0.14 nm, so the early part of the computed growth time is only formal.

**Substrate stiffness.** With a substrate modulus 5% above that of the film and equal Poisson ratios, $a$ depends on $k$ and on thickness, so (2) no longer applies directly. Solving the elastic equations in both layers with matrix exponentials, joining displacement and traction at the interface, and maximizing the rate numerically gives a factor of 0.92.

**Surface stress.** A surface stress $f$ on a curved surface exerts a traction of order $fk^2A$, compared with $|s_0|kA$ from the film. For $f=8$ eV/nm² the ratio $fk_*/|s_0|$ is about 0.02. This compares tractions, not rates. Let $f$ be constant and $\gamma$ the surface energy of the strained flat film. If $f$ acts only on the strain added by the ripple, minimizing the energy with both tractions present makes the peak rate about 5% higher for a film in tension and about 5% lower for one in compression. A tilted surface element also sees a different misfit strain along its tangent, because the normal and in-plane strains of the flat film differ by $(1+\nu)|s_0|/E$. If $f$ acts on the total tangential strain, the changes become about 17% higher and 14% lower. Both corrections shift $\gamma$ by an amount of order $f|s_0|/E$, so for $f$ near $\gamma$ they are of the relative order of the strain, the order that linear elasticity drops elsewhere. The two treatments agree on the sign but not on the size.

**Finite slope.** For a pure cosine of finite slope, the stress was found by fitting decaying Airy modes to zero traction on the wavy surface by least squares. The full energy density and curvature then give the instantaneous growth of the $\cos kx$ component. At $k_*$ it is 0.95 of the linear rate for slope 0.1 and 0.81 for slope 0.2. Harmonics that develop during growth are not included.

**Dislocations.** A misfit dislocation can lower the energy once the work of the film stress exceeds its line energy. For a Burgers vector of length $b$ at 60° both to the line and to the in-plane direction across it, and with shear modulus $G$, the balance is

$$\frac{2G(1+\nu)}{1-\nu}\,\varepsilon\,\frac{hb}{2}=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),$$

where $h$ is here the film thickness. The right side is an adopted estimate: the logarithm is the elastic energy of the line, and the added 1 stands for its uncertain core. With $b=0.384$ nm, numerical solution gives $h=9.4$ nm. The 10 nm film is too close to this value for the estimate to decide whether dislocations lower its energy: replacing the added 1 by 2 would raise the critical thickness to about 12 nm, and so would using direction-averaged elastic constants of the cubic crystal in the line energy. Whether they form in the available time is a separate kinetic question. If they do relax the film, the smaller strain lengthens the ripple and slows its growth steeply. The estimate (2) should then be used with the strain that remains, and only where that strain is nearly uniform over a wavelength.
